# Why frozen-out boron is ionised in a cold MOS depletion layer

## Definitions and conventions

Consider a metal–oxide–silicon capacitor on uniformly boron-doped silicon, in thermal equilibrium at temperature $T$. The depth $z$ is measured from the oxide interface into the silicon. The potential $\psi(z)$ is zero in the neutral bulk and positive in depletion, and its value at the interface is $\psi_s$. Define $u=q\psi/kT$, with $q>0$, and $u_s=q\psi_s/kT$.

Energies are electron energies, so a positive potential lowers the bands and the acceptor level together:

$$E_A(z)=E_A^{\rm bulk}-q\psi(z).$$

The Fermi energy $E_F$ is the same at every depth in the silicon, because no current flows in equilibrium. The binding energy is $E_b=E_A-E_v$, where $E_v$ is the valence band edge. The acceptor density is $N_A$, the hole density is $p$, the ionised fraction is $f$, and bulk values of the last two are $p_0$ and $f_0$. An ionised acceptor carries charge $-q$: it has accepted an electron, or equivalently released its hole.

"Depletion layer" can mean two things here. The charge-equivalent width $W=|Q|/(qN_A)$ is the thickness that would hold the silicon charge per area $Q$ if every acceptor were ionised. The hole-stripped region is the larger volume in which $p$ is well below $p_0$. The statement that most acceptors are ionised holds for $W$ when $\psi_s$ is large enough. It can fail for the hole-stripped region.

The model is one-dimensional and mean-field, with Boltzmann holes, one acceptor level and negligible electrons. Compensating donors are absent until they are introduced below.

## Why the neutral bulk is frozen out

A neutral boron acceptor has four bound-hole ground states; an ionised one has a single state and holds one more electron. The grand-canonical weights, relative to the neutral energy, are therefore $4$ and $e^{-(E_A-E_F)/kT}$. Dividing the ionised weight by the sum gives

$$f=\frac{1}{1+4e^{(E_A-E_F)/kT}}. \tag{1}$$

The ratio of ionised to neutral acceptors is thus $\tfrac14e^{(E_F-E_A)/kT}$. Free holes have density $p=N_ve^{-(E_F-E_v)/kT}$, where $N_v$ is the valence-band effective density of states. In the product of the two expressions $E_F$ cancels:

$$\frac{p\,N_A^-}{N_A^0}=N_1,\qquad N_1=\frac{N_v}{4}e^{-E_b/kT}.$$

Neutrality requires $N_A^-=p_0$ and leaves $N_A^0=N_A-p_0$, so

$$\frac{p_0^2}{N_A-p_0}=N_1. \tag{2}$$

For $p_0\ll N_A$ this becomes $p_0\simeq\sqrt{N_AN_1}$.

The worked example has $N_A=10^{16}$ cm$^{-3}$, $E_b=45$ meV and $T=30$ K, where $kT=2.585$ meV. A hole mass of $0.6\,m_e$ gives $N_v=3.69\times10^{17}$ cm$^{-3}$ and $N_1=2.54\times10^9$ cm$^{-3}$. Hence

$$p_0\simeq\sqrt{10^{16}\times2.54\times10^9}=5.0\times10^{12}\ {\rm cm^{-3}},\qquad f_0=5.0\times10^{-4}.$$

About one acceptor in 2000 is ionised. Minimising a free energy built by counting the arrangements of bound and free holes, without using (1) or (2), gives the same fraction, $5.04\times10^{-4}$.

The Fermi energy lies $kT\ln(N_v/p_0)=29$ meV above the valence band edge, so the acceptor level lies $45-29=16$ meV above $E_F$. That modest distance is the key to what follows. Freeze-out does not place the level 45 meV away from the Fermi energy.

## Why the same acceptors ionise near the gate

In the bulk, neutrality demands a free hole for each ionised acceptor, and at 30 K free holes are costly. Near a positively biased gate the constraint is different. The acceptor's negative charge is balanced by positive charge on the gate, and its hole can leave for the bulk. A hole that stayed on the acceptor would have its energy raised by $q\psi$ relative to a hole in the bulk.

In electron language, the level has moved down by $q\psi$ while $E_F$ has stayed put. From (1), the bulk satisfies $4e^{(E_A^{\rm bulk}-E_F)/kT}=(1-f_0)/f_0$. Lowering the level multiplies this exponential by $e^{-u}$, so

$$f(u)=\frac{1}{1+Ae^{-u}},\qquad A=\frac{1-f_0}{f_0}. \tag{3}$$

Half the acceptors are ionised when $u=\ln A$, which here means

$$\psi_{1/2}=\frac{kT}{q}\ln\frac{1-f_0}{f_0}=19.6\ {\rm mV}.$$

This equals the initial 16.0 meV separation plus $kT\ln4=3.6$ meV. The level must pass somewhat below $E_F$ because the neutral state has four times as many configurations. The counting calculation, with acceptors at 5, 20 and 40 mV exchanging holes with the bulk, reproduces both the ionised and the neutral fractions of (3) within 0.3%.

The surface potential in the example is 0.80 V, about forty times $\psi_{1/2}$. What remains is to find how much depth the first 20 mV occupies.

## Charge and width of the layer

The charge density is $q(p-N_A^-)$, with $p=p_0e^{-u}=N_Af_0e^{-u}$. Poisson's equation, $\psi''=-\rho/\varepsilon$, becomes

$$L_D^2\frac{d^2u}{dz^2}=f(u)-f_0e^{-u},\qquad L_D^2=\frac{\varepsilon kT}{q^2N_A}. \tag{4}$$

Multiply by $2\,du/dz$, so that the left side is the derivative of $L_D^2(du/dz)^2$, and integrate from the bulk, where $u$ and $du/dz$ vanish. The acceptor integral is

$$\int_0^u\frac{dv}{1+Ae^{-v}}=\int_0^u\frac{e^v\,dv}{e^v+A}
=\ln\frac{e^u+A}{1+A}.$$

Since $1+A=1/f_0$ and $Af_0=1-f_0$, the result is

$$L_D^2\left(\frac{du}{dz}\right)^2
=2\left[\ln(1-f_0+f_0e^u)-f_0(1-e^{-u})\right]. \tag{5}$$

Gauss's law gives $|Q|=\varepsilon(kT/q)|du/dz|$ at the surface. Dividing by $qN_A$ gives $W=L_D^2|du/dz|_s$. When $f_0e^{u_s}\gg1$, the logarithm in (5) tends to $u_s+\ln f_0$ and $e^{-u_s}$ can be dropped. Then

$$W=\sqrt{\frac{2\varepsilon(\psi_s-\psi_f)}{qN_A}},\qquad
\psi_f=\frac{kT}{q}\left(\ln\frac1{f_0}+f_0\right). \tag{6}$$

Freeze-out leaves the full $N_A$ in the denominator and subtracts a small voltage. For full bulk ionisation, $f_0=1$, the shift becomes $kT/q$, the usual correction for the hole distribution at the depletion edge.

With $\varepsilon_r=11.7$, $L_D=12.9$ nm and $u_s=309.5$. The shift is $\psi_f=19.6$ mV, or 7.6 in units of $kT/q$, so

$$W=12.93\sqrt{2(309.5-7.6)}\ {\rm nm}\simeq318\ {\rm nm}.$$

Omitting the shift gives 322 nm, 1.2% more. The charge magnitude is $qN_AW=0.051\ \mu{\rm C/cm^2}$.

## How much of the width is ionised

Equation (3) gives $1-f=A/(e^u+A)$, and therefore

$$\frac{1-f_0}{1-f}=f_0(e^u+A)=1-f_0+f_0e^u.$$

The logarithm in (5) is thus $\ln[(1-f_0)/(1-f)]$. For small $f_0$, the slope where the ionised fraction equals $\phi$, with $\phi\gg f_0$, is

$$L_D\left|\frac{du}{dz}\right|_\phi\simeq\sqrt{2\ln\frac{1}{1-\phi}}.$$

Let $d_\phi$ be the depth over which $f\ge\phi$. By Gauss's law, the charge between the surface and $d_\phi$, divided by $qN_A$, is $W-L_D^2|du/dz|_\phi$. The magnitude of the charge density cannot exceed $qN_A$, so $d_\phi$ is at least this large. Dividing by $W$ gives, to leading order in $f_0$,

$$\frac{d_\phi}{W}\ge1-\sqrt{\frac{\ln[1/(1-\phi)]}{u_s-\ln(1/f_0)}}. \tag{7}$$

For $\phi=0.9$ the bound is $1-\sqrt{2.303/301.9}=0.913$; for $\phi=0.5$ it is 0.952. Direct integration of (4) gives shares of 0.914 and 0.970, both consistent with the bounds. The mean ionised fraction within $W$ is 0.96.

The integrated profile shows the sequence:

| $\psi$ (mV) | $E_A-E_F$ (meV) | $f$ | depth (nm) |
|---:|---:|---:|---:|
| 5 | 11 | 0.003 | 620 |
| 10 | 6 | 0.024 | 412 |
| 20 | −4 | 0.54 | 307 |
| 30 | −14 | 0.98 | 281 |
| 100 | −84 | 1.00 | 216 |

On the bulk side of the half-ionised plane lie 2.5% of the voltage and 4.8% of the charge.

Equation (7) also gives a sufficient condition for choosing a bias. To have at least 90% ionisation over at least 80% of $W$, set the square root to 0.2. This requires $u_s-\ln(1/f_0)=2.303/0.04=57.6$, or $\psi_s\simeq149+20=169$ mV at the example's temperature and doping. If $\psi_s$ is instead below about 20 mV, no plane in the silicon reaches half ionisation.

## The long tail where holes are gone but boron is neutral

The table also shows weak band bending far beyond $W$. There $f_0e^u\ll1$, and expanding the logarithm in (5) gives

$$L_D^2\left(\frac{du}{dz}\right)^2
\simeq2f_0(e^u+e^{-u}-2)=8f_0\sinh^2\frac u2.$$

The potential falls with depth, so the negative root applies:

$$\frac{du}{dz}=-\frac2\lambda\sinh\frac u2,\qquad
\lambda=\frac{L_D}{\sqrt{2f_0}}.$$

Because $d[\ln\tanh(u/4)]/du=1/[2\sinh(u/2)]$, it follows that

$$\frac{d}{dz}\ln\tanh\frac u4=-\frac1\lambda,\qquad
\tanh\frac u4\propto e^{-z/\lambda}. \tag{8}$$

The tail is long because few charges are available to screen the field. In the example $\lambda=407$ nm, longer than $W$. The hole density has fallen to half its bulk value at a depth of 1012 nm, whereas half ionisation is reached at 308 nm. If the layer is defined by that hole-density edge, the mostly ionised part fills 30% of it.

Equations (6) and (8) give the ratio that decides whether this distinction matters:

$$\frac{\lambda}{W}\simeq\frac{1}{2\sqrt{f_0[u_s-\ln(1/f_0)]}}.$$

It is 1.3 here. A layer can therefore have nearly its full charge inside $W$ and still disturb the hole density well outside it.

## What further cooling and compensation change

For uncompensated material with $f_0\ll1$, inserting $f_0\simeq\sqrt{N_1/N_A}$ into the shift gives

$$q\psi_f\simeq\frac{E_b}{2}-\frac{kT}{2}\ln\frac{N_v}{4N_A}.$$

As $T\to0$ this tends to $E_b/2=22.5$ meV. In equilibrium, colder boron still needs little band bending to ionise. The tail behaves differently: $\lambda$ grows roughly as $e^{E_b/4kT}$, apart from powers of $T$. Both statements need a residual donor density far below $p_0$, which falls to about $6\times10^4$ cm$^{-3}$ at 10 K, so real wafers leave this regime on cooling. With $10^{12}$ cm$^{-3}$ donors at 10 K, the half-ionisation potential is about 8 mV instead of 22 mV and the tail length about 0.75 $\mu$m instead of 2 mm. At 30 K, $10^{13}$ cm$^{-3}$ donors already move the half-density edge for holes from 1012 to about 810 nm.

Compensating donors of density $N_D<N_A$ change the bulk. They give their electrons to acceptors, so $f_0=(N_D+p_0)/N_A$ even when free holes are scarce. The right side of (4) becomes $f-N_D/N_A-(p_0/N_A)e^{-u}$. Since $df/du=f(1-f)$, its linear part near the bulk is $[f_0(1-f_0)+p_0/N_A]u$, and the screening length is

$$\lambda_c=\frac{L_D}{\sqrt{f_0(1-f_0)+p_0/N_A}}.$$

With $N_D=10^{14}$ cm$^{-3}$, $f_0=0.010$ and $\lambda_c\simeq130$ nm. At fixed $\psi_s$, the half-density edge for holes moves from 1012 to 482 nm, while the half-ionised plane moves from 308 to 312 nm. One per cent compensation thus reshapes the tail and barely touches the charged layer.

## The role of the electric field

A field $F$ lowers the barrier that holds a hole on its acceptor. Along the escape direction the hole's energy is

$$U(r)=-\frac{q^2}{4\pi\varepsilon r}-qFr.$$

Setting $dU/dr=0$ gives $r^2=q/(4\pi\varepsilon F)$. The two terms are then equal, and the barrier top lies below the zero-field band edge by

$$\Delta E=q\sqrt{\frac{qF}{\pi\varepsilon}}. \tag{9}$$

At the half-ionised plane $F=0.0024$ MV/cm and $\Delta E=11$ meV. This is well below the 45 meV binding energy, so a bound state survives there and is nevertheless empty of its hole half the time. Its position relative to $E_F$ accounts for the ionisation; removal of the barrier is not needed.

At the surface $F=0.049$ MV/cm and $\Delta E=49$ meV, which exceeds the binding energy. In this classical estimate the barrier no longer confines the hole. The estimate overstates the case: for a hydrogenic centre with the same binding energy a resonance about 0.3 meV wide survives at this field, and the hole tunnels out of it in a few picoseconds. The conclusion is unaffected, since at the surface the level lies about 0.78 eV below $E_F$ and holds no hole in any case.

## Waiting for equilibrium

Equilibrium occupation says nothing about the time needed to reach it. Let $c=\sigma v$ be the capture coefficient, with cross section $\sigma$ and mean thermal speed $v$. In equilibrium, emission from neutral acceptors balances capture by ionised ones: $eN_A^0=cpN_A^-$. The mass-action relation then gives the emission rate $e=cN_1$, and

$$\tau=\frac1{\sigma vN_1}.$$

For an assumed $\sigma=10^{-13}$ cm$^2$, the zero-field time is about 0.9 ms at 30 K. With the same cross section it is about $10^{13}$ s at 10 K. The cross section is a rough input, but no plausible change in it removes that contrast.

After a gate step much faster than emission, acceptors remain neutral and supply little charge, so the field reaches deeper than (6) predicts. Field-assisted emission is fast once the field is strong: in a hydrogenic estimate (mass $0.45\,m_e$), tunnelling takes about a second at 0.012 MV/cm, a field exceeded over roughly three quarters of the equilibrium width. With the light-hole decay mass, $0.12$ to $0.2\,m_e$ depending on direction, one second is reached already at 0.007 to 0.008 MV/cm. Such fields, however, exist only after much of the layer has ionised. Just after a step from flat band the surface field is about 0.001 MV/cm at 30 K, and only about 20 V/cm across a 500 $\mu$m wafer at 10 K. With the assumed cross section, barrier lowering and tunnelling then shorten the 10 K wait to about $10^8$ s; this estimate leaves out impact ionisation and hopping. The weak-field edge remains slow. At 10 K, equilibrium should be demonstrated, not assumed from (3). A result independent of sweep rate and direction is necessary but not sufficient, because acceptors that stay neutral throughout every sweep also give one. The total charge moved since flat band must in addition agree with the equilibrium width (6). The small-signal capacitance cannot serve for this test at 10 K: with thermal emission this slow the edge acceptors do not follow even a millihertz signal, and $\varepsilon/C$ stays far above $W$ even for a layer in equilibrium.

## Use in devices and measurements

For an equilibrium calculation with $\psi_s\gg\psi_f$, use the full doping in the depletion charge ($N_A-N_D$ if donors are present) and subtract $\psi_f$ from the surface potential. Using the bulk ionised density $f_0N_A$ instead would misrepresent the layer. The flat-band voltage must still be computed with the low-temperature bulk Fermi energy.

Differentiating $|Q|=qN_AW$ with (6) gives the silicon capacitance per area:

$$C=\frac{d|Q|}{d\psi_s}=\frac{\varepsilon}{W},\qquad
\frac1{C^2}=\frac{2(\psi_s-\psi_f)}{q\varepsilon N_A}.$$

At fixed temperature, the slope of $1/C^2$ against $\psi_s$ therefore yields the full $N_A$; freeze-out shifts the intercept. With compensating donors the slope yields $N_A-N_D$. The rule requires uniform doping and a signal slow enough for acceptors and holes to follow. With the cross section assumed above, that means frequencies well below a few hundred hertz at 30 K, or well below some 20 kHz if the barrier lowering at the edge is counted. If holes follow the signal but acceptors do not, $\varepsilon/C$ in the example is about 1.4 $\mu$m and the slope gives only about $0.2N_A$.

The example represents a lightly doped silicon substrate with a 10 nm oxide. Its parameters are round illustrative values. At much heavier doping, interactions between acceptors can invalidate a single sharp level. The model also omits the state in which boron binds a second hole by about 2 meV; including it raises $f_0$ by 1 to 4% and shortens $\lambda$ by up to 2%, depending on the degeneracy assigned to it. Correlations between charges are omitted as well. A sphere of radius $\lambda$ holds only about three charges, and a Debye–Hückel estimate lowers the ionisation energy by 0.3 meV, raises $f_0$ by about 6% and shortens $\lambda$ to about 395 nm. It also gives potential fluctuations of about $0.35\,kT/q$, so the half-density edge for holes, defined by $u=\ln2$, is not sharp. The oxide carries 0.15 V at 0.15 MV/cm, so the gate stands about 0.95 V above flat band if oxide and interface charges do not change. For an assumed gap of 1.17 eV, the conduction band edge at the surface is still $1.17-0.03-0.80=0.34$ eV above $E_F$, and electrons are negligible. A six-band model of the silicon valence band gives a density-of-states mass of about $0.62\,m_e$ at 30 K and $f_0\simeq5.2\times10^{-4}$. Raising the hole mass to $0.8\,m_e$ changes $f_0$ to $6.3\times10^{-4}$; lowering $\varepsilon_r$ to 11.4, with $\psi_f$ held fixed, changes $W$ to 314 nm.

The least secure part is the fine shape of the edge. The mean acceptor spacing, 46 nm, exceeds $L_D$, and the Coulomb energy of a charge 29 nm away, the radius of a sphere that holds one acceptor on average, is about 4 meV, larger than $kT$. A real edge should therefore be uneven on this scale, and the nanometre positions in the table are mean-field values. Inside the ionised layer, where nothing screens locally, the contributions of many acceptors add to a random potential of order 10 meV. The disorder energy is nevertheless small beside the 800 meV of total band bending, which is why it threatens the edge profile more than the ionisation of the layer behind it. The numerical output below gives the values of the main example; the side estimates for trace donors, tunnelling, signal frequency, correlations and disorder are not part of it.

## Computed values

```
T = 30 K; kT = 2.585 meV
N_A = 1.0e+16 cm^-3; binding = 45 meV
hole mass = 0.6 m_e; eps_r = 11.7; g = 4
surface potential = 0.80 V; u_s = 309.5
N_v = 3.688e+17 cm^-3
mass-action density = 2.541e+09 cm^-3
bulk holes p0 = 5.040e+12 cm^-3; f0 = 5.040e-04
counted bulk ionised fraction = 5.040e-04
bulk E_F-E_v = 28.96 meV
bulk E_A-E_F = 16.04 meV
kT ln 4 = 3.58 meV
half-ionisation potential = 19.63 mV
voltage shift psi_f = 19.63 mV
psi (mV) | E_A-E_F (meV) | ionised fraction | depth (nm)
   2 |    14.04 | 0.00109 | 968.0
   5 |    11.04 | 0.00348 | 619.8
  10 |     6.04 | 0.02356 | 411.9
  15 |     1.04 | 0.14305 | 337.0
  20 |    -3.96 | 0.53591 | 306.5
  25 |    -8.96 | 0.88875 | 291.2
  30 |   -13.96 | 0.98223 | 281.0
  40 |   -23.96 | 0.99962 | 266.3
 100 |   -83.96 | 1.00000 | 215.7
 400 |  -383.96 | 1.00000 | 95.9
L_D = 12.93 nm
charge-equivalent width W = 317.7 nm
width without freeze-out shift = 321.6 nm
depletion charge magnitude = 0.0509 uC/cm2
depth with f >= 0.5: 308.1 nm; share of W = 0.970
  lower bound on this share = 0.952
depth with f >= 0.9: 290.5 nm; share of W = 0.914
  lower bound on this share = 0.913
mean ionised fraction within W = 0.964
charge share beyond f=1/2 = 0.048
voltage share beyond f=1/2 = 0.025
tail length lambda = 407.2 nm
depth where p = p0/2: 1011.8 nm
f>=1/2 share of that depth = 0.304
compensated case N_D = 1.0e+14 cm^-3; f0 = 0.0100
  f=1/2 depth = 311.9 nm
  p=p0/2 depth = 481.5 nm
field at surface = 0.0491 MV/cm
field at f=1/2 = 0.00235 MV/cm
barrier lowering at surface = 49.2 meV
barrier lowering at f=1/2 = 10.8 meV
assumed capture cross section = 1.0e-13 cm2
zero-field emission time, 30 K = 8.96e-04 s
zero-field emission time, 10 K = 1.06e+13 s
mean acceptor spacing = 46.4 nm
neighbour Coulomb energy = 4.27 meV
log10(surface electrons / cm^-3) = -39.4
oxide = 10 nm; field = 0.147 MV/cm
oxide voltage = 0.147 V
f0 for hole mass 0.8 m_e = 6.253e-04
W for eps_r 11.4 = 313.6 nm
```
